The lateral HEMT resistance limit and its voltage scaling

Suppose that the resistances of a lateral and a vertical drift region have been calculated for 1000 V, and the choice between them is wanted at 2000 V as well. One must decide whether the ratio found at 1000 V may be carried over. It may if both resistances follow the same power of voltage. They do so when the critical field, the mobilities and the lateral device's electron density per area are held fixed: both grow as V². A difference in exponent appears once the critical field is allowed to depend on the length of the high-field region; it is small if ionization rises steeply with field.

The lateral device is a high-electron-mobility transistor (HEMT), whose current flows in a thin electron sheet. Its drift region has length L along the current and width Z across it. The sheet density is n_s, the mobility μ, and e is the positive elementary charge. In the off state the region must block V without its lateral field magnitude E exceeding E_c. The quantity wanted is the specific resistance R_lat, the on-resistance multiplied by the drift area ZL. Contacts, gate and other device area are left out at first. The result to be derived is

R_lat ≥ V²/(e μ n_s E_c²).

## First derivation: a sheet resistor

The blocked voltage is the integral of the lateral field, which nowhere exceeds E_c:

V = ∫₀ᴸ E dx ≤ E_c L.

Therefore

L ≥ V/E_c,

with equality for a uniform field equal to E_c. In the on state, let the sheet be uniform and the conduction ohmic. A small field F drives the current

I = e n_s μ F Z.

The voltage drop is FL, so the resistance is

R = FL/I = L/(e μ n_s Z).

Multiplication by the area ZL removes the width:

R_lat = L²/(e μ n_s).

One factor of L comes from the longer resistor and the other from the larger area. Inserting L ≥ V/E_c gives the limit, with equality when the blocking field equals E_c throughout.

## Second derivation: charge and transit time

The same result follows from counting carriers, without taking the density to be uniform. Let n(x) be the local density and v(x) the drift speed. In steady state the current is the same at every x:

I = e n(x) v(x) Z.

Solving for e n Z and integrating gives the total mobile charge,

Q = ∫₀ᴸ e n Z dx = I ∫₀ᴸ dx/v = I t,

where t is the transit time. With constant mobility the local on-state field is v/μ, so the on-state drop is

V_on = (1/μ) ∫₀ᴸ v dx.

The resistance is then

R = V_on/I = V_on t/Q = (1/(μQ)) (∫₀ᴸ v dx)(∫₀ᴸ dx/v).

Cauchy's inequality, applied to the functions √v and 1/√v, states that the product of the two integrals is at least (∫₀ᴸ 1 dx)² = L². Hence

R ≥ L²/(μQ).

Write Q = e n_s ZL, where n_s now means the average density. Multiplying by ZL gives

R_lat ≥ L²/(e μ n_s).

The blocking condition L ≥ V/E_c completes the derivation. Equality now requires uniform v, hence uniform n, as well as a blocking field equal to E_c throughout.

The cost of grading can be seen for n(x) = n_s[1 + ½ cos(2πx/L)], which contains the same number of electrons as the uniform sheet. The resistance is proportional to the average of 1/n. Since the average of 1/(1 + a cos φ) over a full period is 1/√(1 − a²), the resistance rises by 1/√(1 − 1/4) = 1.155. The thin part loses more than the dense part gains.

## What each derivation assumes

Both derivations assume ohmic conduction with one constant mobility, and both use the same blocking condition. The first also assumes a uniform sheet from the start. The second needs only the average density, and so shows that no redistribution of a fixed number of electrons can beat the uniform sheet. It also gives a form that serves for either geometry:

specific resistance ≥ (length)²/(mobility × mobile charge per area).

Neither derivation shows that a uniform blocking field can be obtained. When the electrons leave, positive fixed charge of sheet density σ = e n_s remains. An equal negative charge must cancel it nearby. That charge must appear during blocking, as on a field plate, or be neutralized in the on state, as by mobile holes that leave when the device blocks. A permanent bare negative sheet would deplete the channel in the on state too.

A model shows how close the cancellation must be. Place the positive sheet at y = 0 and the negative sheet at y = d in a uniform medium of permittivity ε, between tall plane electrodes at x = 0 and x = L. The applied voltage gives the uniform field V/L; the charges add a disturbance that vanishes in potential at both electrodes. For 0 < x < L the uniform sheet has the sine series

σ = Σ (4σ/(nπ)) sin(k_n x), k_n = nπ/L, n odd.

A harmonic of amplitude s_n produces a potential proportional to sin(k_n x) exp(−k_n|y|). Its normal derivative jumps at the sheet by 2k_n times its amplitude, which Gauss's law sets equal to s_n/ε. The amplitude is thus s_n/(2εk_n). At y = 0 the negative sheet multiplies it by 1 − exp(−k_n d). With θ = πx/L and q = exp(−πd/L), the added field −∂φ/∂x is

ΔE = −(2σ/(πε)) Σ (1 − qⁿ) cos(nθ)/n, n odd.

The odd series Σ zⁿ/n equals ½ ln[(1 + z)/(1 − z)]. Taking its real part at z = q exp(iθ) gives

A(q) = ¼ ln[(1 + 2q cos θ + q²)/(1 − 2q cos θ + q²)],

ΔE = −(2σ/(πε)) [A(1) − A(q)].

For d ≪ x ≪ L, both numerators inside the logarithms are close to 4. The denominators are close to θ² for A(1) and θ² + (πd/L)² for A(q). Therefore

A(1) − A(q) ≈ ¼ ln(1 + d²/x²) ≈ d²/(4x²),

|ΔE| ≈ σd²/(2πεx²).

The disturbance dies away within a few sheet spacings of the electrode. It is antisymmetric about the middle, so it strengthens the field near one end and weakens it near the other. For sheets of zero thickness it still diverges logarithmically where the sheet meets the electrode, so equality in the limit is an ideal that this geometry approaches in its interior. The cap E_c here concerns the lateral component alone; between the two sheets there is also a transverse field of about σ/ε.

## The vertical drift region

Consider a one-sided junction with uniform doping N, width W, mobility μ_v and peak field E_c. Let the field fall linearly by a fraction s across the region, with 0 < s ≤ 1:

E(x) = E_c(1 − s x/W).

Gauss's law relates this fall to the depleted charge per area:

eNW = s ε E_c.

The blocked voltage is the area under the field,

V = E_c W(1 − s/2), so W = V/[E_c(1 − s/2)].

In the on state the same donors supply N electrons per volume. The specific resistance is

R_ver = W/(e μ_v N) = W²/(μ_v eNW) = W²/(μ_v s ε E_c).

Substituting W gives

R_ver = [V²/(ε μ_v E_c³)] / [s(1 − s/2)²].

If the region is just depleted at breakdown, s = 1 and

R_ver = 4V²/(ε μ_v E_c³).

Letting the depletion reach the far contact early can lower this value. The derivative of s(1 − s/2)² is (1 − s/2)(1 − 3s/2), which vanishes at s = 2/3. The product is then 8/27, so the factor 4 becomes 27/8. The voltage power remains 2.

At a common E_c, the ratio for the just-depleted case is

R_ver/R_lat = 4 e n_s μ/(ε E_c μ_v),

with R_lat at its limit. Voltage has cancelled. In the vertical region the charge per area is tied to the peak field by Gauss's law. In the compensated lateral region n_s can be chosen separately, provided that the cancelling charge can follow it and that the material tolerates the transverse field σ/ε, which grows with n_s. If instead the total field √(E² + (σ/ε)²) between the sheets must stay below E_c, the product n_s E² is largest at σ/ε = E_c/√3. The lateral limit then becomes (3√3/2)V²/(ε μ E_c³), with the same three inverse powers of field as the vertical region. The comparison below keeps n_s fixed and caps the lateral component alone.

## When the critical field depends on length

A fixed E_c ignores the fact that a longer high-field region gives carriers more room to ionize. Take equal ionization coefficients for electrons and holes,

α(E) = C E^m.

The electron and hole of a new pair together traverse the whole region, and so create on average ∫α dx further pairs. Breakdown occurs when this integral reaches one. In the uniform lateral field E_l, with L = V/E_l,

1 = C E_l^m L = C E_l^(m−1) V.

In the just-depleted vertical region with peak field E_v and W = 2V/E_v,

1 = C E_v^m ∫₀ᵂ (1 − x/W)^m dx = C E_v^m W/(m + 1) = 2C E_v^(m−1) V/(m + 1).

Both fields therefore fall as V^(−1/(m−1)). The lateral resistance contains two inverse powers of field and the vertical resistance three, so

R_lat ∝ V^(2 + 2/(m−1)),

R_ver ∝ V^(2 + 3/(m−1)).

Dividing the two breakdown conditions gives, at the same voltage,

E_v/E_l = [(m + 1)/2]^(1/(m−1)).

The triangular field may have a higher peak because only a small part of the region lies near it. For very large m the coefficient acts like a sharp threshold, and both exponents return to 2.

## A 1000 V example

Take rough values in the regime of gallium nitride: E_c = 3 MV/cm, n_s = 1.0 × 10¹³ cm⁻², μ = 1800 cm²/Vs, μ_v = 1000 cm²/Vs and relative permittivity 10. The lateral length is

L = 1000 V/(3 × 10⁶ V/cm) = 3.33 μm.

The sheet resistance 1/(e μ n_s) is 347 Ω per square, so

R_lat = 347 Ω × (3.33 × 10⁻⁴ cm)² = 0.0385 mΩ cm²,

or 3.85 × 10⁻⁹ Ω m².

The just-depleted vertical region has W = 2V/E_c = 6.67 μm and N = εE_c/(eW) = 2.49 × 10¹⁶ cm⁻³. Its resistance is 0.167 mΩ cm², or 1.67 × 10⁻⁸ Ω m², which is 4.34 times the lateral limit. The best uniformly doped punch-through design at the same peak field has 0.141 mΩ cm²; a graded doping with E = E_c√(1 − x/W) lowers the factor 27/8 to 3, or 0.125 mΩ cm².

The lateral advantage does not come from more charge. The vertical dose NW is 1.66 × 10¹³ cm⁻², which exceeds n_s. The ratio is made of a factor 4 from the doubled length, a factor 1.8 from mobility, and a division by 1.66 for the larger vertical dose. With the other values fixed, the two resistances would be equal at n_s = 2.3 × 10¹² cm⁻².

The need for compensation is plain from σ/ε = 1.81 MV/cm. At x = 0.1L, the bare positive sheet disturbs the lateral field by 1.06 MV/cm, about a third of E_c. A full negative sheet 20 nm away reduces this to 0.001 MV/cm. If it cancels 95% of the charge, 0.054 MV/cm remains. At x = 20 nm the disturbance is 0.20 MV/cm even with full cancellation. Between the sheets the total field is 3.5 MV/cm; if the total were capped at 3 MV/cm, the lateral field could be only 2.39 MV/cm and the ratio 4.34 would fall to 2.76.

Now take m = 7 and set C so that the lateral region breaks down at 3 MV/cm for 1000 V. These choices illustrate the scaling and are not fitted to gallium nitride, whose electron and hole coefficients differ and are not exact powers of the field. The fields, resistances and ratios below belong to this model. Measured coefficients for gallium nitride give lower breakdown fields at 1000 V, roughly 2.0 to 2.2 MV/cm for the uniform field and 2.6 to 2.9 MV/cm for the triangular peak, and a ratio near 3. The 11% error and the factor of two found below change little with them. The exponents are 2.33 for the lateral region and 2.50 for the vertical. The vertical peak field at 1000 V rises to 3.78 MV/cm, which halves its resistance:

- 500 V: lateral 0.0076, vertical 0.0148 mΩ cm², ratio 1.93.
- 1000 V: lateral 0.0385, vertical 0.0837 mΩ cm², ratio 2.17.
- 2000 V: lateral 0.194, vertical 0.473 mΩ cm², ratio 2.44.

Carrying the 1000 V ratio to 2000 V would thus make an error of about 11% relative to the 2000 V ratio. Using a common E_c at 1000 V overstates the ratio by a factor of two, a much larger effect. A numerical minimization over s, with the ionization integral kept equal to one, lowers the vertical value at 1000 V to 0.0737 mΩ cm² near s = 0.75.

## From the limit to a device

Let each contact add R_c = 0.5 Ω mm, and let the device have 2 μm of further channel and 5 μm of further pitch. With R_sh the sheet resistance,

R_dev = [R_sh(L + 2 μm) + 2R_c](L + 5 μm).

At E_c = 3 MV/cm the bracket is 2.85 Ω mm and the pitch 8.33 μm, so R_dev = 0.237 mΩ cm², about six times the limit. The product contains constant, linear and quadratic terms in L. Its local voltage exponent at 1000 V is therefore only 0.81 at fixed E_c; it tends to 2 when L is much longer than the added lengths and than the 2.9 μm of channel whose resistance equals that of the two contacts. The ratio of two whole devices therefore need not carry over to another voltage, even where that of their drift regions does.

The chosen n_s and μ are typical of gallium nitride HEMTs, and μ_v belongs to good material. A uniform lateral field of 3 MV/cm over a 1000 V region is above the avalanche field estimated from measured ionization coefficients and far above practical design: a mean field near 1 MV/cm is a rough guide to what a good device sustains. At that field the drift term alone grows ninefold, to 0.347 mΩ cm², and R_dev becomes 0.77 mΩ cm², about twenty times the limit. The drift term then exceeds the 0.167 mΩ cm² of the vertical region at its peak field of 3 MV/cm, so against that region the lateral advantage is lost unless the mean field exceeds 1.44 MV/cm. This comparison lowers the lateral field only; the vertical drift resistance passes 0.347 mΩ cm² once its usable peak field falls below about 2.35 MV/cm. The vertical device has additions too: a 100 μm substrate of resistivity 10 mΩ cm contributes 0.10 mΩ cm², comparable with its drift region.

Other effects differ widely in size. If mobility falls as T⁻², operation at 425 K instead of 300 K doubles the drift resistance; the ratio is unchanged if both mobilities follow that law. An on-state drop of 0.5 V across L gives an ohmic drift speed that is 18% of a rough saturation speed of 1.5 × 10⁷ cm/s. With the interpolation v = μF/(1 + μF/v_sat), the resistance V_on/I rises by the same 18%.

In the off state, a 5 μm buffer above a conducting substrate held at source potential carries a mean vertical field of 2 MV/cm below the drain. Lengthening the lateral region does not relieve that field, so the buffer can set a separate voltage limit. Interband tunnelling is weak at 3 MV/cm in a perfect crystal: for a triangular barrier with gap E_g = 3.4 eV and mass m* = 0.2 electron masses, the exponent 4√(2m*)E_g^(3/2)/(3eħE_c) is about 64. A two-band model, in which the barrier vanishes at both band edges, lowers it to about 38 for the same mass in both bands. Kane's generation rate then gives a leakage of a few μA/cm² across the 3.33 μm region, small for blocking, but it rises steeply with field, to about 1 mA/cm² at 3.5 MV/cm.
